# Split-operator FFT propagation with ultrasoft pseudopotentials

## Question

I have a real-time propagation code for norm-conserving pseudopotentials. Each step applies the local potential as a phase on the real-space grid, the nonlocal part through its projectors, and the kinetic energy as a phase \(e^{-i\,dt\,G^2/2}\) in reciprocal space, with FFTs in between. Every factor is unitary and the scheme is second order in the time step.

I want to switch to ultrasoft pseudopotentials. The Hamiltonian still has the form "kinetic + local + projectors", so I planned to keep the propagator and merely update the projector strengths as the field changes. Does the method carry over? If not, is the error one that a smaller time step removes, and can the FFT structure be saved?

## Answer

It does not carry over as planned. Your factors would solve a different equation, and reducing the time step makes the result converge to the solution of that equation. Splitting as such is not to blame, though: a change of variable restores an FFT scheme that conserves charge.

### The equation to be solved

I use atomic units in the algebra. The ions are fixed and the field enters as a scalar potential. Collect the projectors \(|\beta_a\rangle\) as the columns of \(B\), and let \(N_\beta\) be their number. The density of an orbital has a smooth part and an augmentation part,

\[
n(\mathbf r)=|\psi(\mathbf r)|^2+\sum_{ab}Q_{ab}(\mathbf r)\,\langle\psi|\beta_a\rangle\langle\beta_b|\psi\rangle .
\]

With \(q_{ab}=\int Q_{ab}\), its integral is

\[
N=\langle\psi|S|\psi\rangle,\qquad S=1+BqB^\dagger .
\]

I assume that \(S\) is positive. A local potential \(V(\mathbf r,t)\) acts on the whole density, so it also enters the projector strengths:

\[
H(t)=T+V(t)+BD(t)B^\dagger,\qquad D(t)=D_0+\int V(\mathbf r,t)\,Q(\mathbf r)\,d\mathbf r .
\]

Making the action \(\int\langle\psi|iS\partial_t-H|\psi\rangle dt\) stationary for a given \(H(t)\), with \(S\) constant in time, gives

\[
iS\,\partial_t\psi=H\psi .
\]

In a mean-field calculation \(H(t)\) is built from the electron density at time \(t\); it is still Hermitian, which is all that charge conservation needs. Inserting \(S\dot\psi=-iH\psi\),

\[
\frac{dN}{dt}=\langle S\dot\psi|\psi\rangle+\langle\psi|S\dot\psi\rangle
=i\langle H\rangle-i\langle H\rangle=0 .
\]

Moving ions, or a vector potential that puts phases into the projectors, would make \(S\) time-dependent. Those cases need extra terms and are not covered here.

### Why the kinetic factor is no longer a phase

Solving for the time derivative gives \(i\dot\psi=S^{-1}H\psi\), so the kinetic generator is \(S^{-1}T\). To find the inverse, try \(S^{-1}=1-BKB^\dagger\) and write \(o=B^\dagger B\) for the projector overlaps:

\[
(1+BqB^\dagger)(1-BKB^\dagger)=1+B\,(q-K-q\,oK)\,B^\dagger .
\]

The bracket vanishes if \((1+qo)K=q\). For invertible \(q\) this means \(K=(q^{-1}+o)^{-1}\). In plane waves, therefore,

\[
(S^{-1}T)_{\mathbf G\mathbf G'}=\frac{G^2}{2}\delta_{\mathbf G\mathbf G'}
-\sum_{ab}\beta_a(\mathbf G)K_{ab}\,\beta_b^*(\mathbf G')\frac{G'^2}{2}.
\]

The second term couples different \(\mathbf G\). It has rank at most \(N_\beta\), which suggests a cheap low-rank correction to the exponential as well. The second power shows that such a correction leaves the projector space:

\[
(S^{-1}T)^2=T^2-TBKB^\dagger T-BKB^\dagger T^2+BKB^\dagger TBKB^\dagger T .
\]

The column space now contains \(TB\) besides \(B\), and the next power brings in \(T^2B\). The terms through \(\tau^2\) can still be combined into a matrix of rank \(N_\beta\), with columns that mix \(B\) and \(TB\). Rank beyond \(N_\beta\) enters at order \(\tau^3\), so the difference from \(e^{-i\tau T}\) is not exactly of rank \(N_\beta\), although for short steps its numerical rank stays small. The exponential exists and can be computed, but it is neither a phase in \(\mathbf G\) nor a phase plus a correction in the space of the projectors.

It does have the right conservation property. With \(A=S^{-1}T\) we have \(SA=T=A^\dagger S\), hence \(Se^{-i\tau A}=e^{-i\tau A^\dagger}S\), and

\[
(e^{-i\tau A})^\dagger S\,e^{-i\tau A}=e^{i\tau A^\dagger}e^{-i\tau A^\dagger}S=S .
\]

The same argument holds for \(S^{-1}V\) and \(S^{-1}BDB^\dagger\). A splitting into these three factors would thus conserve \(N\). What is lost is the diagonal form of the first two.

### What your present step does to the charge

Your step is a symmetric product of exponentials of \(V\), \(BDB^\dagger\) and \(T\), with \(H\) taken at the midpoint. Such a product satisfies \(U(dt)U(-dt)=1\), so its logarithm is odd in \(dt\), and

\[
U=1-i\,dt\,H-\tfrac12dt^2H^2+O(dt^3).
\]

This is unitary, so \(\langle\psi|\psi\rangle\) stays constant and a check of the plain norm reveals nothing. The charge is \(\langle\psi|S|\psi\rangle\), and

\[
U^\dagger SU=S+i\,dt\,(HS-SH)+dt^2\left(HSH-\tfrac12H^2S-\tfrac12SH^2\right)+O(dt^3).
\]

The last bracket is \(-\tfrac12[H,[H,S]]\). One step therefore changes the charge by

\[
\Delta N=i\,dt\,\langle[H,S]\rangle-\tfrac12dt^2\langle[H,[H,S]]\rangle+O(dt^3).
\]

For a general state the violation is of first order per step. A fixed time \(t\) takes \(t/dt\) steps, so the accumulated error need not shrink with \(dt\). In the limit \(dt\to0\) the scheme solves \(i\dot\psi=H\psi\), for which \(dN/dt=i\langle[H,S]\rangle\). If \(q=0\), then \(S=1\), the commutator vanishes, and your norm-conserving code is sound.

**A superposition.** Let \(\phi_0,\phi_1\) be real solutions of \(H\phi_n=\varepsilon_nS\phi_n\), normalized by \(\langle\phi_m|S|\phi_n\rangle=\delta_{mn}\), and take \(\psi=(\phi_0+i\phi_1)/\sqrt2\). With \(a_{mn}=\langle\phi_m|S^2|\phi_n\rangle\), which is real and symmetric,

\[
\langle HS\rangle=\langle H\psi|S\psi\rangle
=\tfrac12\left(\varepsilon_0a_{00}+i\varepsilon_0a_{01}-i\varepsilon_1a_{10}+\varepsilon_1a_{11}\right).
\]

Since \(\langle SH\rangle=\langle HS\rangle^*\), the rate is \(i\langle[H,S]\rangle=-2\,\mathrm{Im}\langle HS\rangle\), that is

\[
\left.\frac{dN}{dt}\right|_{\rm naive}=(\varepsilon_1-\varepsilon_0)\,\langle\phi_0|S^2|\phi_1\rangle .
\]

The two orbitals are orthogonal with \(S\) between them, but in general not with \(S^2\).

**The ground state.** A first step from an eigenstate \(\phi\) looks more harmless. There \(\langle HS\rangle=\varepsilon\langle S^2\rangle=\langle SH\rangle\), and the first-order term is zero. It is also zero for any real orbital if \(H\) and \(S\) are real, because \(\langle HS\rangle\) is then real. For the second-order term use \(H\phi=\varepsilon S\phi\) wherever \(H\) meets \(\phi\):

\[
\langle H^2S\rangle=\langle SH^2\rangle=\varepsilon\langle S\phi|H|S\phi\rangle,\qquad
\langle HSH\rangle=\varepsilon^2\langle S\phi|S|S\phi\rangle .
\]

The double commutator is \(H^2S-2HSH+SH^2\), so

\[
\Delta N=-\varepsilon\,dt^2\,\langle S\phi|(H-\varepsilon S)|S\phi\rangle+O(dt^3).
\]

For the lowest level the matrix element is not negative, and with \(\varepsilon<0\) the charge initially grows or, at this order, stays. This does not make the scheme accurate for small \(dt\). The same expansion applied to \(e^{-iHt}\) gives a charge error \(-\varepsilon t^2\langle S\phi|(H-\varepsilon S)|S\phi\rangle\) at short times \(t\), whatever the step. After the first step the orbital is no longer an eigenstate, and the first-order term opens up.

**The zero of energy.** Add a constant \(c\) to \(V\). Then \(D\) changes by \(cq\), and \(H\) becomes \(H+c+cBqB^\dagger=H+cS\). In the correct equation this multiplies \(\psi\) by \(e^{-ict}\), with no physical effect. In the naive equation the extra generator is \(cS\), which is not a number, so the predicted density can depend on an arbitrary constant.

The choice \(c=-\varepsilon\) gives \((H-\varepsilon S)\phi=0\) and freezes that one eigenstate, apart from splitting error. A test on an undriven ground state can thus pass by accident of the energy zero. For another level the shifted generator gives \((\varepsilon_1-\varepsilon_0)S\phi_1\), which is not a multiple of \(\phi_1\) unless \(\phi_1\) happens to be an eigenvector of \(S\).

### A splitting that works

Set \(\psi=X\varphi\) with \(X=S^{-1/2}\). Since \(X\) is constant and \(XSX=1\), multiplying the equation of motion by \(X\) from the left gives

\[
i\dot\varphi=XHX\,\varphi,\qquad \langle\varphi|\varphi\rangle=\langle\psi|S|\psi\rangle .
\]

The plain norm of \(\varphi\) is now the physical charge. To obtain \(X\), assume linearly independent projectors. The columns of \(\hat B=Bo^{-1/2}\) are orthonormal, and

\[
S=1+\hat B\,s\,\hat B^\dagger,\qquad s=o^{1/2}q\,o^{1/2}.
\]

\(S\) acts as \(1+s\) within the projector space and as 1 outside it. Hence

\[
X=1+BMB^\dagger,\qquad M=o^{-1/2}\left[(1+s)^{-1/2}-1\right]o^{-1/2}.
\]

Write \(h=T+V\), and note that \(XB=BY\) with \(Y=1+Mo\). Expanding the product,

\[
XHX=T+V+W,
\]

\[
W=BMB^\dagger h+hBMB^\dagger+BM(B^\dagger hB)MB^\dagger+BYDY^\dagger B^\dagger .
\]

Every term of \(W\) begins with \(B\) or \(hB\). So \(W\) is Hermitian with rank at most \(2N_\beta\). Diagonalize it within the span of \(B\) and \(hB\), with eigenvalues \(w_j\) and orthonormal vectors \(u_j\). Then

\[
e^{-i\tau W}=1+\sum_j\left(e^{-i\tau w_j}-1\right)|u_j\rangle\langle u_j| ,
\]

and one step is

\[
\varphi'=e^{-iV\frac{dt}{2}}\,e^{-iW\frac{dt}{2}}\,e^{-iT\,dt}\,e^{-iW\frac{dt}{2}}\,e^{-iV\frac{dt}{2}}\,\varphi ,
\]

with \(V\) and \(W\) at the midpoint. The kinetic factor is again your diagonal phase. All factors are unitary, so the charge is conserved up to rounding, and so are the overlaps \(\langle\psi_m|S|\psi_n\rangle\) when all orbitals share the same \(H(t)\).

In your code, three things change: the initial orbital becomes \(S^{1/2}\psi\), the projector step uses \(W\), and observables are evaluated from \(\psi=X\varphi\). The price is that \(VB\) and the small diagonalization must be renewed whenever \(V\) changes. If the projectors of different atoms have disjoint supports, \(o\) has no elements between atoms. Those of \(B^\dagger hB\) vanish for a strictly local kinetic operator; the FFT form is not strictly local, but for smooth, well-resolved projectors they are very small. To that accuracy \(W\) is a sum of atomic terms. The smoothness matters: for two disjoint one-dimensional projectors \(1-(x-x_a)^2/r^2\), cut off at \(r=0.55\) Å and centred 1.2 Å apart, a grid spacing of 0.2 Å gives an interatomic element of \(T\) of 1.1 eV against 28 eV on the diagonal, and \(T\beta_1\), \(T\beta_2\) have a normalized overlap of 0.41. Check these numbers before treating the atoms separately. Overlapping projectors couple the atoms and make this step larger.

If you can afford a linear solve, Crank–Nicolson needs no \(S^{-1/2}\):

\[
\left(S+\tfrac{i\,dt}{2}H\right)\psi'=\left(S-\tfrac{i\,dt}{2}H\right)\psi .
\]

With \(\bar\psi=(\psi+\psi')/2\) this reads \(S(\psi'-\psi)=-i\,dt\,H\bar\psi\). Therefore \(N'-N=2\,\mathrm{Re}\langle\bar\psi|S|\psi'-\psi\rangle=2\,\mathrm{Re}(-i\,dt\langle\bar\psi|H|\bar\psi\rangle)=0\). An iterative solution conserves charge to the accuracy of the solve.

### Numbers from a small model

Take one electron in one dimension, in a periodic box of 19.2 Å with 96 grid points. Two centres at \(\mp0.6\) Å carry Gaussian wells of depth 12 and 8 eV (width parameter 1.0 Å). Each has one normalized Gaussian projector \(\beta_a\) (width parameter 0.5 Å), a bare strength of 5 eV, and an augmentation density \(q_a\beta_a^2\) with \(q_a=0.8\) and 0.3. These are round model parameters, not a material.

**Operators.** The largest off-diagonal element of \(S^{-1}T\) between plane waves of this box is 0.52 eV. Although \(S^{-1}T-T\) has rank 2, the difference of the two exponentials at 20 as has 8 singular values above \(10^{-8}\). At steps of 0.5 to 2 as it has only 4, and the third grows as \(\tau^3\). The matrix \(W\) has rank 4, which is \(2N_\beta\).

**Single steps.** The lowest levels are \(-10.281\) and \(-4.678\) eV, and \(\langle\phi_0|S^2|\phi_1\rangle=0.0497\). With \(\hbar=658.2\) eV as, the naive charge rate of the superposition is

\[
\frac{(-4.678+10.281)\times0.0497}{658.2}\approx4.23\times10^{-4}\ \text{electrons/as}.
\]

The rate extrapolated from actual split steps agrees. Halving the step from 0.2 to 0.1 as divides the one-step defect by 2.005 for the superposition and by 4.000 for the ground state, as the first- and second-order laws require.

**No field.** Over 2000 as in steps of 1 as, the naive scheme changes the charge of the ground state by up to 0.031 electrons, although nothing should happen. Moving the energy zero to the ground level reduces this to \(2.7\times10^{-6}\) electrons.

**With a field.** The electron now starts in the ground state and feels a force \(-F(t)\) near the centre of the box, where \(F(t)=F_0\sin^2(\pi t/t_p)\cos[\omega(t-t_p/2)]\), with \(F_0=0.5\) eV/Å, \(\hbar\omega=8\) eV and \(t_p=2000\) as. The potential is \(F(t)(L/2\pi)\sin(2\pi x/L)\), a periodic form of \(F(t)x\) in the box of length \(L\), and its augmentation part is included in \(D\). The reference is an adaptive high-order integration of \(iS\dot\psi=H\psi\). State errors are distances in the \(S\)-norm at the end of the pulse, where the reference has norm 1.

| Step (as) | Naive: largest charge error | Naive: state error | Repaired: state error |
|---|---|---|---|
| 2.0 | 0.0310 | 1.264 | \(8.3\times10^{-4}\) |
| 1.0 | 0.0310 | 1.263 | \(2.1\times10^{-4}\) |
| 0.5 | 0.0310 | 1.263 | \(5.2\times10^{-5}\) |

The naive errors settle at nonzero values as the step shrinks. The charge error in the table is almost the same as without a field (0.031), so it mostly reflects this zero of energy. Moving the zero to the ground level does not rescue the driven run: the largest charge error is then 0.022 electrons. Measured against a separate integration of \(i\dot\psi=H\psi\), however, the same naive runs converge, with an error ratio of 4.000 between 1 and 0.5 as. They are accurate solutions of the wrong equation. The repaired scheme has the same ratio towards the correct solution, and its charge error stays below \(10^{-12}\) electrons.

This accuracy depends on the smoothness of the projectors, because \(W\) contains \(TB\). Take an undriven superposition of the two lowest levels over 100 as with steps of 1 as. With the Gaussian projectors the repaired scheme has an error of \(2.7\times10^{-5}\), about twice that of the same splitting with \(q=0\). With the kinked projectors \(1-(x-x_a)^2/r^2\), \(r=0.55\) Å, the error is \(1.9\times10^{-3}\), about 30 times the \(q=0\) value. On a grid four times finer the kinked case gives errors of 0.58, 0.19 and 0.11 at steps of 2, 1 and 0.5 as, so second order is not yet reached, although the charge is still conserved. Projectors confined to a core radius therefore need a step-size test at the cutoff actually used.

The distance 1.263 needs care, because it includes a global phase that no density can show. The infidelity \(1-|\langle\psi_{\rm ref}|S|\psi\rangle|^2/(N_{\rm ref}N)\) removes both phase and normalization. It is 0.029 for the naive result at 0.5 as, against about \(10^{-10}\) for the repaired one.

This also answers whether you could simply rescale the orbital. The final naive charge is 1.023 electrons. The first moment of its density, with \(x\) in the periodic form above and augmentation included, is \(-0.427\) electron Å (the output lists this number under "mean position", although it is not divided by the charge). Rescaling the orbital to unit charge gives \(-0.427/1.023\approx-0.417\) electron Å. The correct value is \(-0.503\) electron Å, which the repaired scheme reproduces to the digits shown. At this final instant rescaling repairs the charge and moves the first moment slightly further from the truth. These are snapshots of oscillating quantities: during the pulse rescaling worsens the moment at about a third of the times and improves it at the others, while the unscaled naive moment is off by up to 0.155 electron Å. Rescaling cannot change the infidelity. The sizes of the naive errors belong to this model and to its zero of energy, because a constant added to \(V\) changes the naive result; that they survive a smaller time step follows from the equation being solved. The numerical output below lists the values of the main runs.

## Calculated quantities

```
box 19.2 A, grid points 96, spacing 0.20 A
centres (A): [-0.6  0.6]  projector sigma (A): 0.5
well depths (eV): [12.  8.]  well sigma (A): 1.0
bare D (eV): [5. 5.]  q (electrons): [0.8 0.3]
full static D (eV): [-7.233  0.948]
projector overlap: 0.2369
eigenvalues of S above 1: [1.2744 1.8256]
pulse: peak force 0.5 eV/A, photon 8.0 eV
pulse duration: 2000 as
lowest levels (eV): -10.2807, -4.6783
largest off-diagonal of S^-1 T: 0.519 eV
rank of S^-1 T - T: 2
rank of exponential difference at 20 as, cut 1e-8: 8
S-unitarity defect, exp(-i tau S^-1 T): 1.1e-14
S-unitarity defect, exp(-i tau T): 0.2215
rank of W at peak force: 4
<0|S^2|1>: 0.04968
charge rate, formula: 4.228327e-04 electrons/as
charge rate, from steps: 4.228330e-04 electrons/as
one naive step 0.2 as: superposition 8.4985e-05, ground 7.2833e-07 electrons
  ground, second-order formula: 7.2835e-07 electrons
one naive step 0.1 as: superposition 4.2388e-05, ground 1.8209e-07 electrons
  ground, second-order formula: 1.8209e-07 electrons
defect ratios on halving: superposition 2.005, ground 4.000
undriven naive, max charge error: 0.03075 electrons
same, energy zero at level 0: 2.67e-06 electrons
driven runs: errors are S-norm distances at the end of the pulse
dt 2.0 as, naive: max charge error 0.03097 electrons
  naive to true 1.26389, to wrong equation 1.202e-03
  repaired: charge error 3.0e-13 electrons, to true 8.348e-04
dt 1.0 as, naive: max charge error 0.03098 electrons
  naive to true 1.26321, to wrong equation 3.004e-04
  repaired: charge error 5.8e-13 electrons, to true 2.086e-04
dt 0.5 as, naive: max charge error 0.03098 electrons
  naive to true 1.26304, to wrong equation 7.511e-05
  repaired: charge error 9.9e-13 electrons, to true 5.215e-05
error ratio 1 to 0.5 as: repaired 4.000, naive to wrong equation 4.000
final naive charge at 0.5 as: 1.02289 electrons
infidelity after renormalizing naive: 0.02880
infidelity of repaired: 9.5e-11
final mean position (A): true -0.50302, repaired -0.50302
  naive -0.42666, naive renormalized -0.41712
reference charge error: 8.0e-14 electrons
```
